# Net phonon emission by drifting electrons, with the start-up correction

## The decision: where and when to deposit the heat

A thermal calculation for a transistor channel needs a heat source. The simplest choice turns the work done by the field into phonons at the place and time at which it is done. The alternative keeps the electron energy as a separate unknown and lets it feed the phonons later. The choice depends on how many phonons an electron has emitted after a given drift, and on how far that number lies from its long-drift limit.

Take a uniform field $F=100$ kV/cm, a drift speed $v=10^7$ cm/s and one phonon energy $E_{\rm ph}=60$ meV. The long-drift limit is a net emission rate near $1.7\times10^{13}$ per second per electron. The first correction is a fixed deficit of phonons, left behind while the electrons heat up.

## Energy balance

Let $q>0$ be the elementary charge. The electron has charge $-q$, so the force on it is $-q\mathbf F$. Between collisions,

$$
\hbar\frac{d\mathbf k}{dt}=-q\mathbf F,\qquad
\mathbf v_{\mathbf k}=\frac1\hbar\nabla_{\mathbf k}E .
$$

The chain rule gives the rate at which the band energy changes:

$$
\frac{dE}{dt}=\nabla_{\mathbf k}E\cdot\frac{d\mathbf k}{dt}
=(\hbar\mathbf v_{\mathbf k})\cdot\left(\frac{-q\mathbf F}{\hbar}\right)
=-q\mathbf F\cdot\mathbf v_{\mathbf k}.
$$

No effective mass has been used, so the result holds for anisotropic and nonparabolic bands within this semiclassical description. Let $F$ be the magnitude of the field and $v$ the component of the mean velocity opposite to it. The two minus signs then cancel and the mean power per electron is $+qFv$. In an isotropic band $v$ is the whole drift speed; in a single anisotropic valley the mean velocity can be tilted away from the field axis, and only this component counts.

Collisions redirect the electron, but its energy changes only if the collision is inelastic. Suppose for now that the inelastic collisions all involve phonons of energy $E_{\rm ph}$. Each emission removes $E_{\rm ph}$ from the electron and each absorption adds it. Let $R_{\rm em}$ and $R_{\rm ab}$ be the two rates per electron, and $W$ the mean electron energy. In a spatially uniform ensemble no energy is carried in from elsewhere, so

$$
\frac{dW}{dt}=qFv-E_{\rm ph}R_{\rm net},\qquad
R_{\rm net}=R_{\rm em}-R_{\rm ab}. \tag{1}
$$

## Leading term: the steady rate

In the steady state $dW/dt=0$, and (1) becomes

$$
R_\infty=\frac{qFv}{E_{\rm ph}} . \tag{2}
$$

A field of $10^5$ V/cm gives an electron $10^5$ eV for each centimetre of drift. Hence

$$
qFv=(10^5\ \text{eV/cm})(10^7\ \text{cm/s})=10^{12}\ \text{eV/s},
$$

$$
R_\infty=\frac{10^{12}\ \text{eV/s}}{0.060\ \text{eV}}
=1.67\times10^{13}\ \text{s}^{-1}.
$$

This is 16.7 net phonons per picosecond, or one per 60 fs. The power is 0.16 µW per electron.

The drift distance per net phonon is

$$
\ell=\frac{v}{R_\infty}=\frac{E_{\rm ph}}{qF}
=\frac{60\ \text{meV}}{10\ \text{meV/nm}}=6\ \text{nm}. \tag{3}
$$

The velocity cancels: an electron must drift 6 nm to gain the energy of one phonon, however long that takes. This distance is not a mean free path, because elastic collisions and cancelling pairs of emission and absorption do not enter it.

## First correction: the phonons missing from the start

Now switch the field on at $t=0$, when the electrons have the thermal mean energy $W_0$. Integrate (1) up to time $T$. Let $D=\int_0^T v\,dt$ be the mean displacement and $N_{\rm net}=\int_0^T R_{\rm net}\,dt$ the net number of phonons emitted per electron. Since $F$ is constant,

$$
W(T)-W_0=qFD-E_{\rm ph}N_{\rm net},
$$

$$
N_{\rm net}=\frac{qFD}{E_{\rm ph}}-\frac{W(T)-W_0}{E_{\rm ph}} .
$$

Let $W_\infty$ be the steady mean energy. Adding and subtracting it in the last numerator gives

$$
N_{\rm net}=\frac{D}{\ell}-\frac{W_\infty-W_0}{E_{\rm ph}}
+\frac{W_\infty-W(T)}{E_{\rm ph}} . \tag{4}
$$

The first term grows with $D$. The second is constant. The third vanishes as the energy settles; if the settling is exponential in time, it falls faster than any power of $1/D$. With

$$
\ell_W=\frac{W_\infty-W_0}{qF}, \tag{5}
$$

and $\ell=E_{\rm ph}/(qF)$, the constant term is $\ell_W/\ell$. Therefore

$$
N_{\rm net}\simeq\frac{D}{\ell}\left(1-\frac{\ell_W}{D}\right),
\qquad D\gg\ell_W. \tag{6}
$$

The missing energy is not lost: it is the extra kinetic energy that the hot electrons carry.

The average rate over the time $T$ needs one more piece, because the velocity also has a transient. Write $D=vT+\delta x$, where $v$ is the steady velocity and $\delta x$ the extra displacement gained during start-up. Dividing (6) by $T$ and using $v/\ell=R_\infty$,

$$
\frac{N_{\rm net}}{T}\simeq\frac{vT+\delta x-\ell_W}{\ell T}
=R_\infty\left(1-\frac{\ell_W-\delta x}{vT}\right). \tag{7}
$$

An early velocity overshoot, $\delta x>0$, thus repays part of the deficit when the count is compared at fixed time. At fixed displacement, (6) needs no such term.

## A value for the stored energy

Energy balance does not supply $W_\infty$; a scattering model is needed. The numbers below come from an ensemble Monte Carlo calculation, in which 2000 electrons are accelerated in steps of 0.5 fs and scattered at random with prescribed rates. The band is isotropic,

$$
E(1+aE)=\frac{\hbar^2k^2}{2m},\qquad m=0.26\,m_e,\quad a=0.5\ \text{eV}^{-1},
$$

and the lattice is at 300 K. There are 60 meV phonons and elastic collisions, both scattering isotropically, with rates proportional to the density of final states. The coupling strengths are round choices of a silicon-like size. They lead to the phonon event rates given below and to $2.56\times10^{13}$ elastic collisions per second, and are not a calibration.

Averaged from 2 to 4 ps after switch-on, the drift velocity is $8.2\times10^6$ cm/s and the mean energy 0.339 eV. Sampling noise leaves these and the later steady averages uncertain by up to about 3%, so their last digits should not be relied on. The initial mean energy is 0.038 eV. The starting momenta are drawn from a Gaussian, which is the thermal distribution of a parabolic band; the exact thermal mean for the band used here is 0.040 eV, which would change the stored energy by less than 1%. The stored energy is therefore

$$
W_\infty-W_0=0.339-0.038=0.301\ \text{eV},
$$

and

$$
\ell_W=\frac{301\ \text{meV}}{10\ \text{meV/nm}}\approx30\ \text{nm},\qquad
\frac{\ell_W}{\ell}=\frac{301}{60}\approx5 .
$$

Each electron ends up about five phonons short of the leading count. At the model's velocity the corresponding time is $\ell_W/v\approx0.37$ ps.

For a mean displacement of 100 nm, which corresponds to a potential drop of 1 V, the leading count is $100/6=16.7$. The correction lowers it to 11.7, or by 30%. At 1 µm the count falls from 167 to 162, or by 3%. At 30 nm the two terms cancel; this shows that (6) has left its range, not that no phonons are emitted. For a correction below 10% of the leading term, the displacement must exceed about 300 nm at this field and stored energy.

The same run shows the leading term at work. Individual events give $R_{\rm em}=1.594\times10^{13}$ and $R_{\rm ab}=0.217\times10^{13}$ per second, so the counted net rate is $1.377\times10^{13}$ per second. The separately averaged group velocity, put into (2), gives $1.372\times10^{13}$ per second. They differ by 0.3% of the latter. Both lie below $1.67\times10^{13}$ per second because the model electrons drift more slowly than the assumed $10^7$ cm/s.

## The opposite limit: just after switch-on

At very short times the field's work is stored almost entirely in the electrons. To see why, first consider equilibrium. Let $g(E)$ be proportional to the density of states, let $N$ be the mean phonon occupation, and let the coupling be independent of energy. With Maxwell–Boltzmann occupation $e^{-E/k_BT_L}$ at lattice temperature $T_L$ and a common constant $A$,

$$
R_{\rm ab}=AN\int_0^\infty e^{-E/k_BT_L}g(E)\,g(E+E_{\rm ph})\,dE,
$$

$$
R_{\rm em}=A(N+1)\int_{E_{\rm ph}}^\infty e^{-E/k_BT_L}g(E)\,g(E-E_{\rm ph})\,dE .
$$

Put $E=E'+E_{\rm ph}$ in the second integral. It becomes the first integral multiplied by $e^{-E_{\rm ph}/k_BT_L}$. The Bose occupation obeys $(N+1)e^{-E_{\rm ph}/k_BT_L}=N$, so the two rates are equal. In the model at zero field each is about $7.7\times10^{11}$ per second: phonon exchange continues, but its net rate is zero.

The field then shifts the distribution in $\mathbf k$ by an amount proportional to $t$. The first-order change is odd in $\mathbf k$. It produces a velocity, but does not alter averages of functions of energy alone. The net phonon rate therefore starts at order $t^2$, and the phonon energy emitted up to time $t$ at order $t^3$. The velocity starts at order $t$, so the field's work starts at order $t^2$. The fraction of the work that has reached the phonons vanishes in proportion to $t$.

For the first 50 fs the Monte Carlo calculation gives, per electron,

$$
64.6\ \text{meV (work)}=61.5\ \text{meV (stored)}+3.1\ \text{meV (phonons)} .
$$

About 5% of the work has reached the lattice. Depositing all of it at once would overstate the early heating by a factor of roughly 20. The phonon part rests on only about 100 net emissions among the 2000 electrons, so counting noise alone makes it uncertain by 15–20%. The work and the stored part carry sampling noise of about 2%; with many more electrons they settle near 63 and 60 meV. The Gaussian start is also slightly colder than equilibrium for this band, so in this model the net rate begins slightly negative, near $-1.2\times10^{11}$ per second, and the linear growth of the phonon fraction does not hold in the first 10–20 fs. With many electrons the phonon part at 50 fs is about 2.8 meV for the Gaussian start and 3.2 meV for an exactly thermal start. For the thermal start the fraction grows by about 1% per 10 fs.

The work also gives the displacement: $64.6/10=6.5$ nm in 50 fs, a mean velocity of $1.3\times10^7$ cm/s. This is about 1.6 times the model's steady velocity, so there is an overshoot. At the steady velocity the displacement would have been 4.1 nm. The first 50 fs thus contribute about 2.3 nm to $\delta x$ in (7). The overshoot continues after that: within 1 ps, $\delta x$ grows to roughly 18 nm in this model, about 60% of $\ell_W\approx30$ nm. At fixed time, overshoot therefore repays a substantial part of the deficit.

## Net emission is not gross emission

A Monte Carlo program that counts emissions alone does not measure $R_{\rm net}$. Angle brackets now denote an average over the electrons, and $C$ is the coupling constant:

$$
R_{\rm em}=C(N+1)\langle g(E-E_{\rm ph})\rangle,\qquad
R_{\rm ab}=CN\langle g(E+E_{\rm ph})\rangle .
$$

Here $g$ is zero below the band edge and increases above it. Hence $\langle g(E+E_{\rm ph})\rangle\ge\langle g(E-E_{\rm ph})\rangle$, and

$$
\frac{R_{\rm ab}}{R_{\rm em}}\ge\frac{N}{N+1}.
$$

It follows that

$$
R_{\rm net}=R_{\rm em}\left(1-\frac{R_{\rm ab}}{R_{\rm em}}\right)
\le\frac{R_{\rm em}}{N+1},
\qquad R_{\rm em}\ge(N+1)R_{\rm net}. \tag{8}
$$

At 300 K, $N=0.109$. For the net rate $1.67\times10^{13}$ per second, the gross emission rate is at least $1.85\times10^{13}$ per second under these assumptions.

For electrons well above $E_{\rm ph}$, the size of the excess follows from an expansion. To first order, $g(E\pm E_{\rm ph})\simeq g\pm E_{\rm ph}g'$. Define $x=E_{\rm ph}\langle g'\rangle/\langle g\rangle$. Then

$$
R_{\rm em}\simeq C(N+1)\langle g\rangle(1-x),\qquad
R_{\rm ab}\simeq CN\langle g\rangle(1+x).
$$

Subtracting,

$$
R_{\rm net}\simeq C\langle g\rangle\left[(N+1)(1-x)-N(1+x)\right]
=C\langle g\rangle\left[1-(2N+1)x\right].
$$

The ratio, again to first order in $x$, is

$$
\frac{R_{\rm em}}{R_{\rm net}}
\simeq(N+1)\frac{1-x}{1-(2N+1)x}
\simeq(N+1)(1+2Nx). \tag{9}
$$

For the band used here, $k^2\propto E(1+aE)$ and the density of states is proportional to $k^2\,dk/dE$, hence to

$$
g(E)=\sqrt{E(1+aE)}\,(1+2aE).
$$

Its logarithmic derivative is

$$
\frac{g'}{g}=\frac1{2E}+\frac{a}{2(1+aE)}+\frac{2a}{1+2aE}.
$$

As an estimate, replace the averages by values at the mean energy 0.339 eV. The three terms are 1.475, 0.214 and 0.747 eV$^{-1}$, with sum 2.44 eV$^{-1}$. Thus $x=0.060\times2.44=0.146$, and (9) gives

$$
\frac{R_{\rm em}}{R_{\rm net}}\simeq1.109\,(1+2\times0.109\times0.146)\approx1.14 .
$$

The counted ratio is 1.16. The leading factor alone gives 1.11, so the first correction covers most of the gap. The remainder contains both higher orders and the replacement of averages by values at one energy; these were not separated. The expansion fails for electrons near or below $E_{\rm ph}$, where emission has a threshold.

## More than one phonon energy

If several modes $i$ take energy, the steady balance is

$$
qFv=\sum_iE_iR_i, \tag{10}
$$

with $R_i$ the net rate of mode $i$. The power fixes the sum but not the separate rates. If a fraction $s$ of the power goes to other modes, the 60 meV rate is

$$
R_{60}=(1-s)\frac{qFv}{E_{\rm ph}} .
$$

To size $s$, the elastic collisions of the model were replaced by 20 meV phonons. The field, the band and the coupling strengths were held fixed, with the strength of the replaced mechanism shared between emission and absorption. The net rates became $1.27\times10^{13}$ per second at 60 meV and $0.755\times10^{13}$ per second at 20 meV. The corresponding powers are

$$
0.060\times1.273\times10^{13}=7.64\times10^{11}\ \text{eV/s},
$$

$$
0.020\times0.755\times10^{13}=1.51\times10^{11}\ \text{eV/s}.
$$

Their sum, $9.15\times10^{11}$ eV/s, differs by about 0.3% from the field's power, $9.18\times10^{11}$ eV/s. The low-energy phonons take $s\approx0.165$ of the energy but make up 37% of the net phonons. If this share is carried over to the original estimate at $v=10^7$ cm/s, the 60 meV rate falls from $1.67\times10^{13}$ to $1.39\times10^{13}$ per second.

The drift velocity rose from $8.2\times10^6$ to $9.2\times10^6$ cm/s, although an energy loss had been added. The mean energy fell from 0.339 to 0.313 eV. These runs do not isolate the cause of the higher velocity.

## Silicon channels and the neglected effects

For silicon at room temperature, a saturated electron velocity near $10^7$ cm/s and an optical phonon energy near 60 meV are rough typical values. The leading estimate therefore has the right scale for a long, uniform high-field region. Short channels break the assumption of a uniform, settled ensemble. With a scale $\ell_W$ of 30 nm, the correction is of order one in a channel a few tens of nanometres long, and a local heat source is then a poor choice. Equation (6) should not be applied there as a formula for the channel length: electrons crossing a fixed plane are weighted by their velocity, and the energy they carry is not the ensemble mean $W$.

Other effects can be sized at an electron density $n=10^{17}$ cm$^{-3}$, a moderate density far below the roughly $10^{19}$ cm$^{-3}$ of a strong inversion layer.

- **Impact ionization.** A rough law, $\alpha=(7\times10^5\ \text{cm}^{-1})\exp[-(1.2\times10^6\ \text{V/cm})/F]$, extrapolated to this field, gives 4.3 events per centimetre. At a gap energy of 1.12 eV each, they take $4.3\times1.12/10^5\approx5\times10^{-5}$ of the power.
- **Band-to-band tunnelling.** For a uniform field and a tunnelling mass $m_t=0.2\,m_e$, the WKB exponent $4\sqrt{2m_t}\,E_g^{3/2}/(3q\hbar F)$ is about 360, where $E_g$ is the gap. Tunnelling across the gap is negligible here.
- **Degeneracy.** The effective density of states of silicon's six valleys at 300 K is about $2.7\times10^{19}$ cm$^{-3}$. The ratio of $n$ to it is 0.004, so blocked final states matter little. At $10^{19}$ cm$^{-3}$ the ratio would be about 0.4.
- **Phonon accumulation.** Net generation is $nR_\infty=1.67\times10^{30}$ cm$^{-3}$ s$^{-1}$. A rough lifetime of 5 ps leaves $8.3\times10^{18}$ extra phonons per cm$^3$. Spread over one tenth of the modes of one branch, about $2.5\times10^{21}$ cm$^{-3}$, they raise $N$ by 0.003, or 3% of its equilibrium value. By linear scaling, at $10^{19}$ cm$^{-3}$ the rise would be 0.33, three times the equilibrium occupation. Emission and absorption would then both change, while (2) would still fix their difference at a given velocity.
- **Lattice heating.** The power density is $1.6\times10^{10}$ W/cm$^3$. With a heat capacity of 1.7 J/(cm$^3$ K) and no heat removal, the lattice warms by 9.4 K per nanosecond. It hardly warms during the 0.37 ps start-up. Over nanoseconds of continuous operation the warming depends on how fast heat is carried away, which this estimate leaves out.

For the heat source, the test is therefore the potential drop. For the ensemble followed after switch-on, a local source is adequate in a nearly uniform field if the drop is large compared with the stored energy divided by $q$, here about 0.3 V, and if the times of interest are long compared with 0.37 ps. In a steady device the stored energy is replaced by the mean energy carried per crossing electron, $\langle v_xE\rangle/\langle v_x\rangle$ with $v_x$ the velocity component along the drift, less the energy carried per electron on entry. In this model the energy per crossing electron is about 0.42 eV. With an entry energy of thermal size, about 0.04 to 0.06 eV, the scale rises to a little under 0.4 V. Both scales belong to this field and this model band; the stored energy changes with the field. Otherwise the electron energy needs its own equation.

These conditions concern the energy given to phonons. The emitted phonons need a further time, about 5 ps with the lifetime used above, to pass their energy on. A calculation that turns the source directly into a lattice temperature must also look at times long compared with that.
